# Percent Buried Volume by Monte Carlo: Binomial Error and Exact Overlap: verification in Python

```python
"""Percent buried volume by uniform Monte Carlo sampling in a sphere.

Result under test: for N independent uniform points in a coordination sphere
of radius R, the hit fraction estimates the buried fraction p with standard
deviation sqrt(p(1-p)/N).  For one atom sphere (radius a, distance d) with
|R-a| < d < R+a the exact value is
    p = (R+a-d)^2 [d^2 + 2d(R+a) - 3(R-a)^2] / (16 d R^3).
All lengths are in nm.  Atom radii are hard-sphere radii, already scaled.
"""
import math
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom, norm

rng = np.random.default_rng(12345)
Z95 = norm.ppf(0.975)


def exact_fraction(R, a, d):
    """Buried fraction of the coordination sphere for a single atom."""
    if d >= R + a:
        return 0.0
    if d <= abs(R - a):
        return min(1.0, (a / R) ** 3)
    return ((R + a - d) ** 2 * (d**2 + 2*d*(R + a) - 3*(R - a) ** 2)
            / (16 * d * R**3))


def disk_fraction(R, a, d):
    """Same fraction from the definition, by integrating disk areas."""
    def area(z):
        return math.pi * max(0.0, min(R*R - z*z, a*a - (z - d) ** 2))
    cuts = [-R, R, d - a, d + a]
    if d > 0:
        cuts.append((R*R + d*d - a*a) / (2*d))
    cuts = sorted(c for c in cuts if -R <= c <= R)
    volume = sum(quad(area, lo, hi, epsabs=1e-13)[0]
                 for lo, hi in zip(cuts[:-1], cuts[1:]) if hi > lo)
    return volume / (4 * math.pi * R**3 / 3)


def sample_ball(n, R, radial_power=1/3):
    """Random points; radial_power 1/3 makes them uniform in volume."""
    r = R * rng.random(n) ** radial_power
    cos_t = 2 * rng.random(n) - 1
    phi = 2 * math.pi * rng.random(n)
    rho = r * np.sqrt(1 - cos_t**2)
    return np.column_stack((rho*np.cos(phi), rho*np.sin(phi), r*cos_t))


def is_buried(points, centres, radii):
    """True for each point that lies in at least one atom sphere."""
    buried = np.zeros(len(points), dtype=bool)
    for centre, radius in zip(centres, radii):
        buried |= ((points - centre) ** 2).sum(axis=1) <= radius**2
    return buried


def line_fraction(R, centres, radii, n=800):
    """Deterministic union volume: exact covered length on parallel lines."""
    h = 2 * R / n
    grid = -R + h * (np.arange(n) + 0.5)
    x, y = np.meshgrid(grid, grid)
    inside = x*x + y*y < R*R
    x, y = x[inside], y[inside]
    top = np.sqrt(R*R - x*x - y*y)
    starts, ends = [], []
    for c, a in zip(centres, radii):
        half = np.sqrt(np.maximum(0, a*a - (x - c[0])**2 - (y - c[1])**2))
        starts.append(np.clip(c[2] - half, -top, top))
        ends.append(np.clip(c[2] + half, -top, top))
    starts, ends = np.array(starts), np.array(ends)
    order = np.argsort(starts, axis=0)
    starts = np.take_along_axis(starts, order, axis=0)
    ends = np.take_along_axis(ends, order, axis=0)
    reached = -top
    length = np.zeros_like(top)
    for lo, hi in zip(starts, ends):
        length += np.maximum(0, hi - np.maximum(lo, reached))
        reached = np.maximum(reached, hi)
    return length.sum() * h * h / (4 * math.pi * R**3 / 3)


def wilson(k, n):
    """Wilson 95 % interval for k hits in n points."""
    q = k / n
    middle = (q + Z95**2 / (2*n)) / (1 + Z95**2 / n)
    half = (Z95 * np.sqrt(q*(1 - q)/n + Z95**2 / (4*n*n))
            / (1 + Z95**2 / n))
    return middle - half, middle + half


def simple_interval(k, n):
    """Estimate plus or minus 1.96 estimated standard errors."""
    q = k / n
    half = Z95 * np.sqrt(q * (1 - q) / (n - 1))
    return q - half, q + half


def coverage(interval, p, n):
    """Exact probability that the interval contains p."""
    k = np.arange(n + 1)
    lo, hi = interval(k, n)
    return binom.pmf(k, n, p)[(lo <= p) & (p <= hi)].sum()


# --- closed overlap formula: symbolic shell integral and disk quadrature
Rs, As, Ds, rs = sp.symbols("R a d r", positive=True)
shell = sp.integrate(sp.expand(rs*(As**2 - (Ds - rs)**2)),
                     (rs, Ds - As, Rs)) * 3 / (4*Ds*Rs**3)
closed = ((Rs + As - Ds)**2 * (Ds**2 + 2*Ds*(Rs + As) - 3*(Rs - As)**2)
          / (16*Ds*Rs**3))
assert sp.simplify(shell - closed) == 0
geometries = [(0.35, 0.20, 0.25), (0.35, 0.20, 0.18), (0.35, 0.30, 0.10),
              (0.35, 0.10, 0.40), (0.35, 0.10, 0.20), (0.35, 0.10, 0.50),
              (0.35, 0.50, 0.10), (0.35, 0.45, 0.30), (0.35, 0.20, 0.0)]
largest_gap = max(abs(exact_fraction(*g) - disk_fraction(*g))
                  for g in geometries)
assert largest_gap < 1e-8

# --- worked example: one atom, placed off the coordinate axes
R, a, d = 0.350, 0.200, 0.250
axis = np.array([1.0, 2.0, 2.0]) / 3
atom = [d * axis]
p = exact_fraction(R, a, d)
sphere_volume = 4 * math.pi * R**3 / 3
N_MAIN = 1_000_000
points = sample_ball(N_MAIN, R)
scaled = points / R
assert np.all(np.abs(scaled.mean(axis=0)) < 0.002)
assert np.all(np.abs((scaled**2).mean(axis=0) - 1/5) < 0.001)
assert abs((scaled[:, 0]**2 * scaled[:, 1]**2).mean() - 1/35) < 0.0003
hits = is_buried(points, atom, [a])

print(f"coordination sphere radius R = {R:.3f} nm")
print(f"atom radius a = {a:.3f} nm, distance d = {d:.3f} nm")
print(f"coordination sphere volume = {sphere_volume:.6f} nm^3")
print(f"exact overlap volume = {p*sphere_volume:.6f} nm^3")
print(f"exact buried volume = {100*p:.4f} %")
print(f"disk-integral buried volume = {100*disk_fraction(R, a, d):.4f} %")
print(f"largest formula-disk gap, 9 geometries = {largest_gap:.1e}")
print("Monte Carlo, nested samples (pp = percentage points):")
for n in (1000, 10_000, 100_000, N_MAIN):
    k = int(hits[:n].sum())
    q = k / n
    s = math.sqrt(q * (1 - q) / (n - 1))
    assert abs(q - p) < 4 * math.sqrt(p * (1 - p) / n)
    print(f" N={n}: hits {k}, estimate {100*q:.3f} %, "
          f"std error {100*s:.3f} pp, deviation {100*(q-p):+.3f} pp")

# --- other geometries, including a metal centre inside the atom sphere
for g in geometries:
    n = 100_000
    exact = exact_fraction(*g)
    q = is_buried(sample_ball(n, g[0]), [g[2]*axis], [g[1]]).mean()
    assert abs(q - exact) <= 4 * math.sqrt(exact*(1 - exact)/n) + 1e-12

# --- wrong radial law: points uniform in r instead of in volume


def shell_cover(r):
    """Fraction of the shell at radius r that lies in the atom."""
    cosine = (r*r + d*d - a*a) / (2*r*d)
    return min(1.0, max(0.0, (1 - cosine) / 2))


wrong_limit = quad(shell_cover, 0, R, points=[abs(d - a)])[0] / R
wrong_mc = is_buried(sample_ball(N_MAIN, R, 1.0), atom, [a]).mean()
wrong_sigma = math.sqrt(wrong_limit * (1 - wrong_limit) / N_MAIN)
assert abs(wrong_mc - wrong_limit) < 4 * wrong_sigma
assert abs(wrong_mc - p) > 10 * wrong_sigma
print(f"wrong sampler r=R*u: limit {100*wrong_limit:.3f} %, "
      f"Monte Carlo {100*wrong_mc:.3f} %")

# --- spread and distribution of many independent geometric runs
runs, n_run = 4000, 500
counts = is_buried(sample_ball(runs*n_run, R), atom, [a])
counts = counts.reshape(runs, n_run).sum(axis=1)
seen = (counts / n_run).std(ddof=1)
predicted = math.sqrt(p * (1 - p) / n_run)
assert abs(seen / predicted - 1) < 0.05   # sampling error of seen: 1.1 %
k = np.arange(n_run + 1)
empirical_cdf = np.searchsorted(np.sort(counts), k, side="right") / runs
cdf_gap = np.abs(empirical_cdf - binom.cdf(k, n_run, p)).max()
assert cdf_gap < 0.03                   # 1 % Kolmogorov limit is 0.026
print(f"{runs} runs of N={n_run}: observed spread {100*seen:.3f} pp, "
      f"predicted {100*predicted:.3f} pp")
print(f"largest gap of cumulative hit distribution = {cdf_gap:.4f}")

# --- planned sample size, checked by running it
target = 0.01
n_plan = math.ceil(p * (1 - p) / target**2)
trial = is_buried(sample_ball(1000*n_plan, R), atom, [a])
plan_seen = trial.reshape(1000, n_plan).mean(axis=1).std(ddof=1)
assert abs(plan_seen / target - 1) < 0.10  # sampling error 2.2 %
print(f"N for 1 pp std error = {n_plan}, observed {100*plan_seen:.3f} pp")
print(f"N for 0.1 pp std error = {math.ceil(p*(1-p)/0.001**2)}, "
      f"worst case p=1/2: {round(0.25/0.001**2)}")

# --- unbiased variance estimate, by explicit binomial sum
n_small = 20
k = np.arange(n_small + 1)
q = k / n_small
mean_estimate = (binom.pmf(k, n_small, p) * q*(1 - q)/(n_small - 1)).sum()
assert abs(mean_estimate / (p*(1 - p)/n_small) - 1) < 1e-10

# --- interval formula by root finding, and exact coverage
k1000 = int(hits[:1000].sum())
q1000 = k1000 / 1000


def balance(x):
    return 1000 * (q1000 - x)**2 - Z95**2 * x * (1 - x)


w_lo, w_hi = wilson(k1000, 1000)
assert abs(w_lo - brentq(balance, 0, q1000)) < 1e-9
assert abs(w_hi - brentq(balance, q1000, 1)) < 1e-9
s_lo, s_hi = simple_interval(k1000, 1000)
print(f"95 % interval at N=1000: simple {100*s_lo:.2f} to {100*s_hi:.2f} %, "
      f"Wilson {100*w_lo:.2f} to {100*w_hi:.2f} %")
p_rare = 0.002
for label, value in (("example p", p), ("p = 0.2 %", p_rare)):
    c_simple = coverage(simple_interval, value, 1000)
    c_wilson = coverage(wilson, value, 1000)
    assert c_wilson > 0.93
    print(f"coverage at N=1000, {label}: simple {100*c_simple:.1f} %, "
          f"Wilson {100*c_wilson:.1f} %")
assert coverage(simple_interval, p_rare, 1000) < 0.90
zero_upper = wilson(0, 1000)[1]
assert abs(zero_upper - Z95**2 / (1000 + Z95**2)) < 1e-12
print(f"Wilson upper end for 0 hits in 1000 = {100*zero_upper:.3f} %")

# --- model ligand: a donor sphere and three substituent spheres
donor_z, donor_a = 0.230, 0.210
sub_z, sub_rho, sub_a = 0.290, 0.170, 0.200
centres = [np.array([0.0, 0.0, donor_z])]
for angle in (0, 2*math.pi/3, 4*math.pi/3):
    centres.append(np.array([sub_rho*math.cos(angle),
                             sub_rho*math.sin(angle), sub_z]))
radii = [donor_a, sub_a, sub_a, sub_a]
assert abs(line_fraction(R, atom, [a]) - p) < 5e-5  # finite line spacing
union = line_fraction(R, centres, radii)
singles = [exact_fraction(R, s, float(np.linalg.norm(c)))
           for c, s in zip(centres, radii)]
q = is_buried(points, centres, radii).mean()
s = math.sqrt(q * (1 - q) / (N_MAIN - 1))
assert abs(q - union) < 4*s + 5e-5
assert sum(singles) > union + 0.05
print(f"ligand donor: z = {donor_z:.3f} nm, radius {donor_a:.3f} nm")
print(f"ligand substituents (3, at 120 degrees): z = {sub_z:.3f} nm, "
      f"off-axis {sub_rho:.3f} nm, radius {sub_a:.3f} nm")
print(f"donor alone = {100*singles[0]:.3f} %, "
      f"one substituent alone = {100*singles[1]:.3f} %")
print(f"sum of four single overlaps = {100*sum(singles):.3f} %")
print(f"union by parallel lines = {100*union:.3f} %")
print(f"union by Monte Carlo, N={N_MAIN} = {100*q:.3f} %, "
      f"std error {100*s:.3f} pp")

# --- systematic effect of the radius compared with the sampling error
shift = exact_fraction(R, 1.01*a, d) - p
sampling = math.sqrt(p * (1 - p) / N_MAIN)
assert shift > 5 * sampling
print(f"one atom, radius +1 %: buried volume changes {100*shift:+.3f} pp")
print(f"exact-p sampling error at N={N_MAIN} = {100*sampling:.4f} pp")

print("ALL CHECKS PASSED")
```

It prints:

```
coordination sphere radius R = 0.350 nm
atom radius a = 0.200 nm, distance d = 0.250 nm
coordination sphere volume = 0.179594 nm^3
exact overlap volume = 0.025447 nm^3
exact buried volume = 14.1691 %
disk-integral buried volume = 14.1691 %
largest formula-disk gap, 9 geometries = 1.1e-16
Monte Carlo, nested samples (pp = percentage points):
 N=1000: hits 140, estimate 14.000 %, std error 1.098 pp, deviation -0.169 pp
 N=10000: hits 1403, estimate 14.030 %, std error 0.347 pp, deviation -0.139 pp
 N=100000: hits 14068, estimate 14.068 %, std error 0.110 pp, deviation -0.101 pp
 N=1000000: hits 141441, estimate 14.144 %, std error 0.035 pp, deviation -0.025 pp
wrong sampler r=R*u: limit 13.205 %, Monte Carlo 13.196 %
4000 runs of N=500: observed spread 1.562 pp, predicted 1.560 pp
largest gap of cumulative hit distribution = 0.0121
N for 1 pp std error = 1217, observed 0.977 pp
N for 0.1 pp std error = 121615, worst case p=1/2: 250000
95 % interval at N=1000: simple 11.85 to 16.15 %, Wilson 11.99 to 16.29 %
coverage at N=1000, example p: simple 94.8 %, Wilson 94.9 %
coverage at N=1000, p = 0.2 %: simple 86.4 %, Wilson 94.8 %
Wilson upper end for 0 hits in 1000 = 0.383 %
ligand donor: z = 0.230 nm, radius 0.210 nm
ligand substituents (3, at 120 degrees): z = 0.290 nm, off-axis 0.170 nm, radius 0.200 nm
donor alone = 17.372 %, one substituent alone = 8.235 %
sum of four single overlaps = 42.078 %
union by parallel lines = 24.383 %
union by Monte Carlo, N=1000000 = 24.395 %, std error 0.043 pp
one atom, radius +1 %: buried volume changes +0.338 pp
exact-p sampling error at N=1000000 = 0.0349 pp
ALL CHECKS PASSED
```
